Tuning a hybrid functional on a polaron level, with image corrections

**One hole on one site**

Put a hole on a single site of a polar crystal, let the ions relax around it, and freeze them. Now change the occupation f of the hole level from 1 to 0. In the exact theory the energy is a straight line in f, so the level does not move. In an approximate functional it moves, because the hole interacts with itself. This error can be cancelled by choosing the fraction α of exact (Fock) exchange.

I count hole energies: a trapped hole has a low hole level, and the electron level is minus the hole level. The symbol e² stands for e²/(4πε₀) = 1.4400 eV nm. With the ions frozen, the energy on one site is

E(f) = −K f + ½ f² (W − αv) + (1−α) X(f).

K is the potential well made by the displaced ions. W is the hole's electrostatic self-repulsion, screened by the valence electrons. The Fock term removes a part αv of it, where v is the bare self-repulsion. The remaining fraction 1−α of exchange is semilocal. For a site holding s electrons of one spin at uniform density, the semilocal exchange energy is −A s^(4/3). Removing f electrons gives

X(f) = −A [(s−f)^(4/3) − s^(4/3) + (4/3) s^(1/3) f].

The last term subtracts the part linear in f, which belongs to the band origin. The level is the slope of E:

ε(f) = −K + f (W − αv) − (1−α)(4A/3)[s^(1/3) − (s−f)^(1/3)].

At f = 0 it is −K. At f = 1, with g = (4A/3)[s^(1/3) − (s−1)^(1/3)], it is −K + W − αv − (1−α)g. Setting the two equal gives

W − αv − (1−α)g = 0,

W − g = α(v − g),

α = (W − g)/(v − g).

The ionic well has cancelled. It acts on both levels alike because the geometry is fixed.

The example has v = 11.606 eV, W = 4.663 eV, A = 5.937 eV and s = 3. Here A = (3/4)(6/π)^(1/3) e²/V^(1/3), with V the volume of a uniform sphere of radius 0.14 nm. This shape is a model choice and differs from the Gaussian used below for v and W. With that Gaussian, A would be 4.96 eV and the lattice α would be 0.331, while the trapping energy would move by only about 3 meV. Then

g = (4 × 5.937/3)(1.4422 − 1.2599) = 1.443 eV,

α = (4.663 − 1.443)/(11.606 − 1.443) = 0.317.

**What equal ends do not guarantee**

A curve can have equal slopes at its ends and still bend between them. Measure the bend by

R = E(1) − E(0) − ε(1).

Here E(0) = 0, the −K terms cancel, and the tuned condition makes the rest of ε(1) vanish. What is left is R = ½(W − αv) + (1−α)X(1). The same condition replaces W − αv by (1−α)g, so

R = (1−α)[g/2 + X(1)].

With X(1) = −5.937 × 0.1161 = −0.689 eV, R = 0.683 × (0.722 − 0.689) ≈ 0.02 eV. If X were quadratic, X(1) would be −g/2 and R would be zero. Tuning therefore removes the average curvature, and the non-quadratic part of semilocal exchange survives.

**Letting the hole spread**

On a cubic lattice with spacing a = 0.30 nm and hopping t = 0.10 eV, the hole has density nᵢ on site i, with Σnᵢ = 1. Write m = fn, and let nKn mean the double sum Σᵢⱼ nᵢKᵢⱼnⱼ. Then

E(f) = f⟨T − φ⟩ + S[m],

S[m] = ½ m(W − αv)m + (1−α) Σᵢ X(mᵢ).

T is the hopping operator and φ the frozen ionic potential. The response of electrons and ions is taken as linear. Each site carries a Gaussian charge of width σ = 0.07 nm, so

v(r) = e² erf(r/2σ)/r,  v(0) = e²/(√π σ) = 11.606 eV.

In wavevector space W = v/ε(q), with

ε(q) = 1 + 1/[1/(ε∞ − 1) + q²λ²],  ε∞ = 3.5,  λ = 0.06 nm.

This tends to ε∞ at long distance and to 1 at very short distance. The ions supply the rest of the static screening:

K = kv,  k = 1/ε∞ − 1/ε₀ = 1/3.5 − 1/10 = 0.1857.

In this formula and below, ε₀ without units is the static dielectric constant, 10.

The level is still the slope of the energy. When f changes, the orbital changes too, but E is stationary with respect to the normalized orbital, so that change contributes nothing at first order. The explicit dependence on f remains:

dE/df = ⟨T − φ⟩ + Σᵢ nᵢ ∂S/∂mᵢ = ε(f).

This is Janak's theorem. A finite-difference slope at f = 0.5 agreed with the level within 0.01 meV.

If the ions relax, their strain energy must be counted. For linear ions it is ½φK⁻¹φ, to be added to −nφ. Setting the derivative with respect to φ to zero gives φ = Kn, and the strain is then ½nKn.

The limit of a wide hole can be read without a full calculation. For a hole spread smoothly over a radius much larger than λ and a, W approaches v/ε∞. Coulomb self-energies fall as one over the radius, while the quadratic part of ΣX follows Σn² and falls as one over its cube. The condition becomes 1/ε∞ − α = 0, or α = 1/ε∞ = 0.286. The small polaron departs from this for two opposed reasons. Weaker screening at short distance raises the ratio W/v to 4.663/11.606 = 0.40, and semilocal exchange brings α back down to 0.317.

**Removing the periodic images**

A calculation in a repeated cube of side L contains the images of the hole and a neutralizing background. Near a localized unit charge, the images and background shift the Coulomb potential by −Me²/L, plus terms of order 1/L³. The Madelung constant of the cube is M = 2.8373.

Follow this shift through the level. The Hartree term carries f/ε∞ times the shift. The ionic potential enters as −φ, so it carries −k times the shift, whether or not the hole is still there. Hence

ε_cell(f) = ε_isolated(f) − (Me²/L)(f/ε∞ − k),

and the correction to be added is

d(f) = (Me²/L)(f/ε∞ − k).

For L = 2.40 nm, Me²/L = 2.8373 × 1.4400/2.40 = 1.702 eV. Since 1/ε∞ − k = 1/ε₀,

d(1) = 1.702/10 = +0.170 eV,

d(0) = −0.1857 × 1.702 = −0.316 eV.

The empty level needs the larger correction, although the cell then has no added carrier. Its frozen ions still carry the polarization charge.

For the relaxed total energy, the Coulomb terms combine as ½nWn − nKn + ½nKn = ½n(W − K)n. Their long-range part is e²/(2ε₀r), so the correction is

D = +Me²/(2ε₀L) = +0.085 eV.

These formulas assume that the Fock kernel is cut off at the boundary of the cell centred on the hole, so that exchange has no images. If it is instead periodic with its zero-wavevector term dropped, the Fock term −αfv adds +αfMe²/L to the level. One must then add −αfMe²/L to d(f), and −αMe²/(2L) to D.

The corrections were tested against levels computed with isolated Coulomb kernels at α = 0.30. Before correction, the full and empty levels were wrong by −172 and +315 meV. Afterwards both errors were about −1.5 meV.

**The algorithm in general**

1. Choose a starting α at which the polaron localizes. Relax the ions with the carrier present.
2. Freeze the ions. Compute the level with the carrier present and with it removed, each self-consistently.
3. Find the α that satisfies ε(1) + d(1) = ε(0) + d(0), by bracketing.
4. Relax again at this α and return to step 2, until α is stationary. Call the result α_K.
5. At α_K compute the self-trapping energy

E_st = E_relaxed + D − E_band.

Here E_relaxed is the energy with the hole minus that of the perfect neutral cell. E_band is the bottom of the hole band in the perfect crystal, −6t = −0.60 eV in the example. Negative E_st means that trapping is favourable for classical ions, compared with a band hole in the undistorted crystal.

For a hole in an electronic-structure code, d(f) is added to minus the electron eigenvalue; for an electron polaron it is added to the eigenvalue itself. Levels from different cells must share a common potential reference. The band edge must be recomputed at each α, since exact exchange generally moves it. The lattice example holds t and the band origin fixed.

**The lattice example**

Starting from α = 0.40, the first tuning gave 0.31657 and the next cycles 0.31656. The geometry hardly matters here, because 95% of the hole density sits on one site. The levels in the 2.40 nm cell are then

full: −2.3138 + 0.1702 = −2.144 eV,

empty: −1.8274 − 0.3161 = −2.144 eV.

Measured from the band bottom, the level lies 1.54 eV deep; on the electron scale it is 1.54 eV above the valence-band maximum. The self-trapping energy is −0.508 eV, or −49.0 kJ/mol.

A hand estimate shows where this comes from. Relaxed on one site, the hole gains K/2 = 2.155/2 = 1.08 eV, loses 0.60 eV of band energy, and carries R ≈ 0.02 eV. That gives −0.46 eV. Residual hopping to six neighbours lowers the energy by about 6t²/Δ, where Δ is the difference in ionic potential between the centre and a neighbour. From K = kv, Δ = 2.155 − 0.889 = 1.27 eV, which gives another −0.05 eV and a total near −0.50 eV.

The level gives the same energy by another route. By definition E(1) − E(0) = ε(1) + R, and the strain must be added:

E_st = (ε − E_band) + strain + R = −1.5435 + 1.0164 + 0.0188 = −0.508 eV.

So a level 1.54 eV deep does not mean a trapping energy of 1.54 eV. About 1.02 eV has been spent on distorting the lattice.

The remainder R is 19 meV, and the level at half occupation shows it: it lies at −2.115 eV, some 28 meV above the ends. Replacing X by its quadratic expansion and retuning at the same geometry reduced R to 0.5 meV, which confirms its source in this model.

With S removed altogether, the isolated polaron has E_st = −0.527 eV. The tuned result is 18 meV higher, close to R, as expected: the energy is stationary in the density, so to leading order the two calculations differ by the leftover S. This reference is free of self-interaction, but it is not an exact many-electron energy. It omits any difference in electronic relaxation between a band hole and a localized one that S does not describe. A constant level is a necessary property of the exact functional and does not by itself prove that the level is right.

**How much the tuning matters**

At relaxed ions E is stationary in both the orbital and φ. Its derivative with respect to α is therefore the explicit one:

dE_st/dα = −½nvn − ΣX ≈ −5.80 + 0.69 = −5.1 eV

for a hole on one site; on the lattice the slope at α_K is −4.8 eV. An error of 0.01 in α thus costs about 0.05 eV. At the usual PBE0 fraction of 0.25 the model gives −0.196 eV, and at 0.40 it gives −0.920 eV. At α = 0 a hole started on one site spread uniformly over the 2.40 nm cell.

Leaving out the level corrections does similar damage. The levels are then offset by d(1) − d(0) = Me²/(ε∞L) = 0.486 eV. The one-site condition changes by v − g = 10.16 eV per unit α, so α should fall by about 0.048 on this one-site estimate; the lattice calculation gives 0.052 in the 2.40 nm cell. The table holds the geometry of the corrected solution while retuning, and keeps D in both energies.

L (nm) | α_K | E_st (eV) | α, no d | E_st (eV)
1.8 | 0.317 | −0.509 | 0.247 | −0.182
2.4 | 0.317 | −0.508 | 0.265 | −0.263
3.0 | 0.317 | −0.508 | 0.276 | −0.312

The corrected results agree across these cells within 2 meV. The uncorrected α approaches 0.317 roughly as 1/L, and in the largest cell it still misses 0.20 eV of the trapping energy.

The method fails when its picture of a compact charge fails. If the polaron is as wide as the cell, d(f) is no longer a Madelung term. If the carrier delocalizes during relaxation, there is no polaron level to tune. A root must also lie in a sensible range of α, and a value that fits the polaron need not give the correct band gap.

**Beside a real power-device oxide**

The dielectric constants and the site spacing are roughly those of beta-gallium oxide, whose static dielectric constant is near 10. The hopping is not fitted to it: the model band is 12t = 1.2 eV wide, while the oxygen valence band of the real oxide is several electronvolts wide. This matters: with a uniform hopping and 12t = 3.6 eV, localizing would cost 6t = 1.8 eV, more than the 1.08 eV gained from the ions plus about 0.4 eV from residual hopping, and the model would not trap the hole on one site. It forms a wide polaron instead, spread over roughly 200 sites and bound by about 0.07 eV without S. A single uniform hopping therefore does not represent that valence band. For the real oxide, published hybrid calculations do find self-trapped holes, with energies of roughly half an electronvolt. The agreement in size reflects the chosen parameters and is no prediction for that crystal, which has low symmetry and several inequivalent oxygen sites. Hoppings in the ratio 0.5:1:1.5 along the three axes, at fixed sum and α, change E_st by −9 meV; a uniformly 10% larger hopping changes it by +48 meV. The width of the valence band is thus the more sensitive input.

For transport, the midpoint of a straight path between neighbouring sites costs E_b = 0.197 eV, computed without S in the 1.8 nm cell. For an isolated hole the midpoint costs 0.200 eV without S and 0.171 eV with S at α_K, which would about triple the mobility below at 300 K. In both cases the relaxed saddle lies within 2 meV of the midpoint. With a rough phonon quantum of 0.07 eV setting the attempt rate ν, the estimate

μ = (e a²ν/k_BT) exp(−E_b/k_BT)

gives 3 × 10⁻⁴ cm²/Vs at 300 K and 4 × 10⁻³ cm²/Vs at 500 K. Here e is the elementary charge. In thermal equilibrium, without dopants or other traps, and with free holes assigned the band of the undistorted lattice, the ratio of free to trapped holes is about 10⁻¹¹ at 300 K and 5 × 10⁻⁸ at 500 K. Moving ions lower the energy of free holes too, as estimated below. Each 0.1 eV of such lowering raises the ratio about fiftyfold at 300 K, so these values are not predictions for a device.

These are low-field figures. At 8 MV/cm, a rough breakdown-scale field for this oxide, the potential drops by 0.24 eV per site. To first order half of that, 0.12 eV, comes off the barrier, so the low-field mobility no longer applies. The ions are also treated as classical. The strain energy is 14.5 phonon quanta, but one quantum is 2.7 k_BT at 300 K, so quantum motion of the ions can raise the hopping rate there by a factor of a few. The mobilities are order-of-magnitude estimates. The trapping energy has a larger omission. It is measured from a band hole in a rigid lattice, but quantum ions also respond to a moving hole and lower its energy. For long waves the band energy is ta²q², and second-order perturbation theory then gives a lowering of ke²/(2r), with r = a√(t/ħω) = 0.36 nm and ħω the phonon quantum. This is about 0.37 eV; the same order evaluated with the full lattice band and the Gaussian site charge gives 0.34 eV. The coupling is too strong for the formula to give more than a scale, but it shows that trapping can be weaker than E_st suggests by some tenths of an electronvolt. The decimals of E_st therefore describe the classical model, not a real device. The numerical output below gives the remaining digits.

Computed results

```
site spacing 0.30 nm; hopping 0.10 eV
eps_inf 3.5; eps_0 10.0; k = 0.1857
charge width 0.07 nm; screening length 0.06 nm
ion radius 0.14 nm; same-spin shell 3 electrons
exchange prefactor 5.937 eV; Coulomb constant 1.4400 eV nm
Madelung constant 2.83730
on-site bare v 11.606 eV
on-site screened W (isolated) 4.663 eV
on-site ionic K (isolated) 2.155 eV
slope minus level at f=0.5: -5.0e-06 eV
main cell side 2.40 nm, 512 sites
level correction d(1) +0.1702 eV
level correction d(0) -0.3161 eV
relaxed energy correction +0.0851 eV
level error before correction, f=1: -171.7 meV
level error before correction, f=0: +314.6 meV
level error after correction, f=1: -1.47 meV
level error after correction, f=0: -1.53 meV
alpha by cycle: 0.40000 0.31657 0.31656 0.31656
L 1.8 nm: alpha_K 0.3166, E_st -0.5094 eV
  without level correction: alpha 0.2466, E_st -0.1817 eV
L 2.4 nm: alpha_K 0.3166, E_st -0.5083 eV
  without level correction: alpha 0.2648, E_st -0.2628 eV
L 3.0 nm: alpha_K 0.3166, E_st -0.5080 eV
  without level correction: alpha 0.2755, E_st -0.3118 eV
isolated polaron: alpha_K 0.3166; 1/eps_inf 0.2857
raw levels (hole) f=1: -2.3138 eV; f=0: -1.8274 eV
corrected f=1: -2.1435 eV; f=0: -2.1435 eV
corrected level at f=0.5: -2.1154 eV
hole band bottom -0.600 eV
electron level above VBM 1.5435 eV
ionic strain energy, corrected 1.0164 eV
hole density on central site 0.9502
endpoint remainder 18.84 meV
remainder, quadratic semilocal part 0.46 meV
E_st at alpha 0.25: -0.1957 eV; at 0.40: -0.9196 eV
E_st without self-interaction -0.5265 eV
E_st at alpha_K -0.5083 eV = -49.0 kJ/mol
central density at alpha 0: 0.00195; uniform 0.00195
off-centre start minus symmetric energy 8.3e-11 eV
hopping 0.5:1:1.5 by axis changes E_st by -8.6 meV
hopping 10 % larger changes E_st by +48.3 meV
potential drop per site at 8 MV/cm: 0.240 eV
hopping barrier, straight path 0.1970 eV
phonon quantum 0.070 eV; strain/quantum 14.5
300 K: free/trapped 9.0e-12, mobility 2.9e-04 cm2/Vs
500 K: free/trapped 5.2e-08, mobility 3.7e-03 cm2/Vs
```
